# Why precursor vapour can supersaturate in a cooled tube

**Question.** A light carrier gas brings a heavy precursor vapour, unsaturated, into a tube with a colder wall. The wall removes both heat and vapour. Why can the gas in the middle become supersaturated, and is fast heat diffusion the whole reason?

## The mechanism

Let $p$ be the partial pressure of the vapour and $p_s(T)$ its saturation pressure. The saturation ratio is $S=p/p_s(T)$. Losing vapour lowers $S$; cooling lowers $p_s$ and so raises $S$. The outcome depends in part on which loss reaches the middle of the tube sooner.

Both losses travel by radial diffusion, heat with diffusivity $\alpha$ and vapour with diffusivity $D$. If $\mathrm{Le}=\alpha/D$ is greater than one, the gas loses its excess temperature sooner than its excess vapour. If Le is well above one, the gas comes close to the wall temperature while it still holds much of its original vapour.

There is a second cause. The curve $p_s(T)$ bends upwards, so a straight line in the $(T,p)$ plane can lie above it. Even at equal diffusivities, gas between a warm inlet state and a cold wall state can therefore be supersaturated. The formulas below separate the two causes.

## One function for both fields

Take a tube of radius $R$ with mean gas speed $U$ and developed laminar flow, $u=2U(1-\rho^2)$, where $\rho$ is radius divided by $R$. Gas enters at $T_0$ and $p_0\le p_s(T_0)$. For $z>0$ the wall is at $T_w<T_0$ and holds the adjacent vapour at $p_w=p_s(T_w)<p_0$. The vapour is dilute, the total pressure and the gas properties are constant, and nothing condenses within the gas. Axial diffusion and thermal diffusion are omitted for now.

Balancing axial transport against radial conduction gives

$$2U(1-\rho^2)\frac{\partial T}{\partial z}=\frac{\alpha}{R^2}\,\frac1\rho\frac{\partial}{\partial\rho}\left(\rho\frac{\partial T}{\partial\rho}\right).$$

The equation for $p$ is the same with $D$ in place of $\alpha$. Define

$$\zeta=\frac{\alpha z}{2UR^2},\qquad \theta=\frac{T-T_w}{T_0-T_w},\qquad \omega=\frac{p-p_w}{p_0-p_w}.$$

Since $\partial/\partial z=(\alpha/2UR^2)\,\partial/\partial\zeta$, the temperature is $\theta=G(\rho,\zeta)$, where

$$(1-\rho^2)\frac{\partial G}{\partial\zeta}=\frac1\rho\frac{\partial}{\partial\rho}\left(\rho\frac{\partial G}{\partial\rho}\right),\qquad G(\rho,0)=1,\quad G(1,\zeta)=0.$$

For vapour the scaled distance is $Dz/(2UR^2)=\zeta/\mathrm{Le}$, so $\omega=G(\rho,\zeta/\mathrm{Le})$.

$G$ falls with distance. By the maximum principle for diffusion, $0\le G\le1$. For any $s>0$, the difference $G(\rho,\zeta)-G(\rho,\zeta+s)$ obeys the same equation, vanishes at the wall and starts from $1-G(\rho,s)\ge0$. It therefore stays non-negative, and by the strong form of the principle it is positive inside the tube. Hence $\omega>\theta$ for $\mathrm{Le}>1$: the gas cools before it is depleted.

## When is the gas supersaturated?

Let the sublimation enthalpy $H$ be constant and write $h=H/R_g$, with $R_g$ the gas constant. Then $p_s'=p_sh/T^2$, and a second derivative gives

$$p_s''=p_s\frac{h}{T^2}\left(\frac{h}{T^2}-\frac2T\right)>0\quad\text{for }T<h/2.$$

In this range the curve lies above its tangent at $T_w$ and below its chord from $T_w$ to $T_0$. With $\Delta T=T_0-T_w$,

$$p_s'(T_w)\,\Delta T\,\theta<p_s(T)-p_w<[p_s(T_0)-p_w]\,\theta\qquad(0<\theta<1).$$

The vapour has $p-p_w=(p_0-p_w)\omega$. Comparing it with the two bounds gives

$$S<1\ \text{ if }\ \frac{\omega}{\theta}\le\frac1K,\qquad S>1\ \text{ if }\ \frac{\omega}{\theta}\ge B,$$

$$K=\frac{p_0-p_w}{p_s'(T_w)\,\Delta T},\qquad B=\frac{p_s(T_0)-p_w}{p_0-p_w}.$$

Between $1/K$ and $B$ the actual curve must be consulted.

**Equal diffusivities.** Here $\omega/\theta=1$ everywhere. If $K\le1$, all interior gas is unsaturated. If $K>1$, then close to the wall $p-p_s\approx(K-1)p_s'(T_w)(T-T_w)>0$. Supersaturation thus occurs if and only if $K>1$, and curvature alone causes it.

**Far downstream.** Separation of variables gives $G=\sum_n c_n\phi_n(\rho)e^{-\lambda_n^2\zeta}$, where

$$\frac1\rho(\rho\phi_n')'+\lambda_n^2(1-\rho^2)\phi_n=0,\qquad \phi_n(0)=1,\quad\phi_n(1)=0.$$

The modes are orthogonal with weight $\rho(1-\rho^2)$. Projecting the inlet value 1 onto them gives

$$c_n=\frac{\int_0^1\phi_n(1-\rho^2)\rho\,d\rho}{\int_0^1\phi_n^2(1-\rho^2)\rho\,d\rho}.$$

The slowest mode is positive inside the tube and has $\lambda_0^2=7.314$ and $c_0=1.476$. When it dominates both fields, its radial shape cancels in the ratio:

$$\frac{\omega}{\theta}\to\exp\left[\lambda_0^2\zeta\left(1-\frac1{\mathrm{Le}}\right)\right].$$

For $\mathrm{Le}>1$ this eventually exceeds any finite $B$. At every interior radius the gas must therefore become supersaturated, however dry the inlet, provided that $p_0>p_w$, which means that the inlet dew point lies above the wall temperature. Still further on, $p\to p_w$ and $T\to T_w$, so $S$ returns to 1 from above.

For $\mathrm{Le}<1$ the ratio tends to zero and the far gas is unsaturated. If also $K\le1$, then $\omega<\theta\le\theta/K$ throughout, and supersaturation is impossible. If $K>1$ it may occur upstream.

**Near the entrance.** Let $y=1-\rho$ be small. Then $1-\rho^2\approx2y$, and curvature can be dropped: $2y\,\partial G/\partial\zeta=\partial^2G/\partial y^2$. Put $G=g(\eta)$ with $\eta=y/\zeta^{1/3}$. The left side becomes $-(2/3)\eta^2\zeta^{-2/3}g'$ and the right side $\zeta^{-2/3}g''$, so

$$g''=-\tfrac23\eta^2g',\qquad g'\propto e^{-2\eta^3/9}.$$

The wall slope is $g'(0)\zeta^{-1/3}$ for heat and $g'(0)(\zeta/\mathrm{Le})^{-1/3}$ for vapour. Next to the wall, therefore, $\omega/\theta=\mathrm{Le}^{1/3}$, and $S$ rises above 1 there if $\mathrm{Le}^{1/3}K>1$.

## Why does the vapour diffuse slowly?

Weight is part of the answer, but size can matter more. Consider hard spheres, with carrier mass $m_1$ and diameter $\sigma_1$, vapour mass $m_2$ and diameter $\sigma_2$, and $\sigma_{12}=(\sigma_1+\sigma_2)/2$. The carrier is monatomic with number density $n$; $k$ is Boltzmann's constant.

**Heat.** Let $c_0=\sqrt{2kT/m_1}$ and $\mathbf C=\mathbf v/c_0$. In this section $c_0$ is a thermal speed and $G$ the length of a velocity vector, not the series coefficient and the function used above. At uniform pressure, $n\propto1/T$ and the Maxwellian $f_0$ satisfies $\partial_z\ln f_0=(C^2-5/2)\,T'/T$. This suggests the lowest moment approximation

$$f=f_0(1+aA_z),\qquad \mathbf A=(C^2-\tfrac52)\mathbf C.$$

Maxwellian averages are $\langle C^2\rangle=3/2$, $\langle C^4\rangle=15/4$ and $\langle C^6\rangle=105/8$. They give $\langle C_zA_z\rangle=0$, so the perturbation carries no momentum, and $\langle A_z^2\rangle=5/4$. Streaming changes $a$ at the rate $-c_0T'/T$ and collisions at the rate $-\nu a$. In the steady state $a=-c_0T'/(\nu T)$. The heat flux is

$$q=nkTc_0a\langle C^2C_zA_z\rangle=\tfrac54nkTc_0a=-\frac{5nkc_0^2}{4\nu}T'.$$

Dividing the conductivity by the heat capacity $5nk/2$ gives $\alpha=c_0^2/(2\nu)=kT/(m_1\nu)$.

To find $\nu$, write a colliding pair as $\mathbf C_{1,2}=(\mathbf G\pm\mathbf g)/\sqrt2$. Then

$$\mathbf A_1+\mathbf A_2=\frac{(G^2+g^2-5)\mathbf G+2(\mathbf G\cdot\mathbf g)\mathbf g}{\sqrt2}.$$

A hard-sphere collision keeps $\mathbf G$ and $|\mathbf g|$ and makes the direction of $\mathbf g$ random. Since $(\mathbf G\cdot\mathbf g)\mathbf g$ then averages to $g^2\mathbf G/3$, the mean change of the sum is $\sqrt2[g^2\mathbf G/3-(\mathbf G\cdot\mathbf g)\mathbf g]$. Its average over initial directions of $\mathbf g$ is zero, so the part of $\mathbf A_1+\mathbf A_2$ along $\mathbf G$ contributes nothing. The remaining product, per component, averages to

$$\frac23\left(\frac19-\frac13\right)G^2g^4=-\frac4{27}G^2g^4.$$

The relative speed is $\sqrt2c_0g$, and each pair is counted once:

$$\frac54n\nu=\frac{n^2}{2}\pi\sigma_1^2\sqrt2c_0\frac4{27}\langle G^2\rangle\langle g^5\rangle.$$

With $\langle G^2\rangle=3/2$ and $\langle g^5\rangle=12/\sqrt\pi$,

$$\nu=\frac{16\sqrt2}{15\sqrt\pi}\,n\pi\sigma_1^2c_0,\qquad \alpha=\frac{15}{32\sqrt\pi\,n\sigma_1^2}\sqrt{\frac{kT}{m_1}}.$$

**Vapour.** Let the vapour drift at a small speed $V$. With $\mu=m_1m_2/(m_1+m_2)$, the relative velocity $\mathbf w$ has a Maxwellian of mass $\mu$, weighted by $1+\mu w_zV/kT$. A collision removes momentum $\mu\mathbf w$ on average. The drag per molecule is

$$F_d=n\pi\sigma_{12}^2\frac{\mu^2V}{kT}\frac{\langle w^3\rangle}{3},\qquad \langle w^3\rangle=\frac4{\sqrt\pi}\left(\frac{2kT}{\mu}\right)^{3/2}.$$

Thus $F_d=\xi V$ with $\xi=\frac83n\sigma_{12}^2\sqrt{2\pi\mu kT}$. Balancing drag against the partial-pressure gradient gives $D=kT/\xi$. Division yields

$$\mathrm{Le}=\frac{\alpha}{D}=\frac54\left(\frac{\sigma_{12}}{\sigma_1}\right)^2\sqrt{\frac{2m_2}{m_1+m_2}}.$$

The square root is 1 for equal masses and tends to $\sqrt2$ for a very heavy vapour. Beyond equal masses, weight can therefore raise Le by at most 41% at fixed diameters. The size factor has no such ceiling. A vapour much lighter than the carrier can have $\mathrm{Le}<1$.

## The number

Take helium at 100 Torr and 2000 sccm in a tube of 5 mm radius, cooled from 450 K to 410 K. The vapour has $m_2=320$ g/mol, $\sigma_2=0.60$ nm, $H=100$ kJ/mol and $p_s=1$ Torr at 450 K; helium has $\sigma_1=0.21$ nm. The inlet contains 0.25 Torr of vapour, so $S=0.25$ and the dew point is 427.8 K.

The size factor is $(0.405/0.21)^2=3.72$ and the mass factor 1.405, hence

$$\mathrm{Le}=1.25\times3.72\times1.405=6.53.$$

Random sampling of hard-sphere collisions also gives 6.53. This tests the collision averages, not the truncation to one moment.

At the wall $p_w=0.0737$ Torr and $p_s'=0.00527$ Torr/K, so

$$K=\frac{0.25-0.0737}{0.00527\times40}=0.84.$$

At $\mathrm{Le}=1$ this inlet could not supersaturate. Here, however, $\mathrm{Le}^{1/3}K=1.56$, so within the model supersaturation begins next to the wall at the entrance. A direct numerical solution at $\zeta=2\times10^{-4}$ gives a near-wall ratio $\omega/\theta=1.92$, against $\mathrm{Le}^{1/3}=1.87$. The neglected terms are of relative order $\zeta^{1/3}\approx0.06$, large enough to account for the difference. This comparison tests the model, not the tube: in this example $\zeta=2\times10^{-4}$ is $z=0.02$ mm, much shorter than the layer thickness $R\zeta^{1/3}\approx0.3$ mm, so axial diffusion is not negligible there. With it included, the ratio at this station is 1.74 if the upstream wall is insulated and 0.35 if it is held at $T_0$; in the second case supersaturation starts only about 0.3 mm past the step.

At the mean temperature of 430 K, $\alpha=25.2$ cm²/s, $D=3.86$ cm²/s and $U=5.08$ m/s. One unit of $\zeta$ is therefore $2UR^2/\alpha=10.1$ cm. On the axis:

| $z$ (cm) | $\theta$ | $\omega$ | $T$ (K) | $p$ (Torr) | $S$ |
|---|---|---|---|---|---|
| 1.5 | 0.495 | 0.999 | 429.8 | 0.250 | 0.88 |
| 3 | 0.167 | 0.955 | 416.7 | 0.242 | 2.05 |
| 5 | 0.039 | 0.820 | 411.6 | 0.218 | 2.65 |
| 10 | 0.001 | 0.484 | 410.0 | 0.159 | 2.15 |
| 40 | 0.000 | 0.017 | 410.0 | 0.077 | 1.04 |

At 5 cm, for instance, $T=410+40\times0.0389=411.6$ K and $p=0.0737+0.1763\times0.8195=0.218$ Torr. Since $p_s(T)=0.0824$ Torr, $S=2.65$. Only 4% of the initial temperature excess remains, but 82% of the vapour excess does.

The peak is $S=2.66$ at 5.3 cm. It lies below the bound $p_0/p_w=3.39$, which would require full cooling without any depletion. Beyond the peak little cooling is left, while depletion continues. The final decay lengths are $10.06/7.314=1.4$ cm for heat and 6.53 times as much, 9.0 cm, for vapour, which explains the long supersaturated tail.

Other cases separate the causes, with temperatures and $\alpha$ held fixed and $D$ changed to set Le:

- An inlet of 0.15 Torr has $K=0.36$. With $\mathrm{Le}=2$, $\mathrm{Le}^{1/3}K$ is below 1, yet $S$ reaches 1.12 downstream.
- An inlet of 0.80 Torr has $K=3.44$. It reaches $S=1.72$ at $\mathrm{Le}=1$, through curvature alone.
- With the same 0.80 Torr and $\mathrm{Le}=0.5$, $S$ exceeds 1 upstream, away from the axis. In the thin wall layer its largest value is 1.47 in the entrance limit and 1.46 at $\zeta=2\times10^{-4}$; it is 1.37 at $\zeta=0.02$, and at $\zeta=0.2$ no gas is supersaturated. On the axis $S$ drops from 0.80 to about 0.67 and then climbs towards 1 from below, reaching 0.95 at $\zeta=0.60$.

## What the model leaves out

**Thermal diffusion.** The carrier's heat flux pushes heavy molecules towards the cold wall. For $m_2\gg m_1$ the force on a nearly stationary vapour molecule is

$$F=n\pi\sigma_{12}^2m_1c_0^2a\,\tfrac13\langle C^3(C^2-\tfrac52)\rangle=\tfrac43\sqrt\pi\,n\sigma_{12}^2kT\,a,$$

because $\langle C^3\rangle=4/\sqrt\pi$ and $\langle C^5\rangle=12/\sqrt\pi$. Writing $F=-\alpha_TkT\,T'/T$ and inserting $a$ and $\nu$ gives

$$\alpha_T=\frac5{4\sqrt2}\left(\frac{\sigma_{12}}{\sigma_1}\right)^2\approx\frac{\mathrm{Le}}2.$$

The vapour flux gains a term proportional to $-D\alpha_Tp\,\nabla\ln T$. Here $\alpha_T=3.29$. At the actual mass ratio, with the vapour's own velocity distribution kept Maxwellian, the force is smaller by the factor $[m_2/(m_1+m_2)]^{3/2}$, which gives 3.23; sampling gives 3.20 with a noise of about 0.7%. Including this term and temperature-dependent transport coefficients lowers the peak from 2.66 to 2.56. The variable coefficients alone leave it at 2.66. Hard spheres overstate thermal diffusion: for a Lennard-Jones pair at reduced temperatures of 4 to 12, $\alpha_T$ carries an extra factor of about 0.55 to 0.7 that equals 1 for hard spheres. With $\alpha_T=2.2$ the peak is 2.59.

**Other effects.** With the Péclet number $UR/\alpha=10.1$, axial conduction is estimated by $\lambda_0^2/(4\,\mathrm{Pe}^2)=1.8\%$ of radial conduction on the axis in the slowest mode, and is somewhat larger when averaged over the cross-section; it matters more right at the entrance. Including axial diffusion lowers the peak from 2.66 to 2.65 with an insulated upstream wall and to 2.64 with that wall held at $T_0$. The estimated buoyant speed is 0.1% of $U$. In a horizontal tube, however, buoyancy acts across the flow, and the speed to compare with is that of radial vapour diffusion, $D/R$; the same estimate is about 7% of it. The mean free path is $4.5\times10^{-4}$ of the radius. The vapour adds 20% to the carrier's mass, and the effect of its removal on the flow is not included.

**A real delivery line.** The vapour parameters are rough values in the regime of hafnium tetrachloride, a solid source sublimed into a carrier. The result also depends on the flow. At 200 sccm in the same tube Pe would be about 1, and the neglect of axial conduction would fail. A real cold spot also has a gradual wall temperature instead of a step; that change has not been calculated here.

The calculated $S$ is what the gas reaches before any fog forms. Whether particles appear depends on nucleation, which is not treated. If all the excess vapour at the peak condensed, its latent heat would warm the gas by 6.4 K and raise $p_s$, so condensation would stop earlier. Within this model, supersaturation is ruled out if the whole wall stays above the inlet dew point, here 427.8 K, and no earlier deposit feeds vapour back: then $p\le p_0<p_s(T)$ everywhere. A real line needs a margin, because thermal diffusion, omitted from this rule, gathers vapour next to a colder wall even when the wall absorbs none. In this example, with the wall near the dew point and the hard-sphere $\alpha_T$, it can raise $p$ there about 7% above $p_0$, enough to supersaturate the gas if the wall is less than about 1 K above the dew point. The numerical output below lists further values for the example.

## Computed values

```
inlet, wall, mean temperature: 450, 410, 430 K
total pressure 100 Torr, flow 2000 sccm
tube radius 5.0 mm, mean speed 5.078 m/s
molar masses: carrier 4.0026, vapour 320 g/mol
diameters: carrier 0.21, vapour 0.60 nm
sublimation enthalpy 100 kJ/mol
saturation pressure at inlet T 1.0000 Torr
saturation pressure at wall T 0.0737 Torr
slope of psat at wall T 0.00527 Torr/K
inlet vapour 0.25 Torr, S 0.250, dew 427.8 K
K at inlet vapour 0.836
size factor 3.719, mass factor 1.405
Le formula 6.534, from sampled collisions 6.532
alpha 25.24 cm2/s, D 3.86 cm2/s
carrier heat conductivity 0.196 W/(m K)
first eigenvalue lambda 2.7044, squared 7.3136
first axis coefficient 1.4764
length for zeta=1: 10.06 cm
wall slope ratio: march 1.918, Le^(1/3) 1.870
Le^(1/3) K 1.562
growth rate of ln(omega/theta): march 6.242, formula 6.194 per zeta
axis: z/cm, zeta, theta, omega, T/K, p/Torr, psat/Torr, S
   1.5 0.149 0.4951 0.9986 429.80 0.2498 0.2848 0.877
   2.0 0.199 0.3448 0.9921 423.79 0.2486 0.1915 1.298
   3.0 0.298 0.1667 0.9554 416.67 0.2421 0.1179 2.054
   5.0 0.497 0.0389 0.8195 411.56 0.2182 0.0824 2.649
  10.0 0.994 0.0010 0.4844 410.04 0.1591 0.0739 2.152
  20.0 1.988 0.0000 0.1595 410.00 0.1018 0.0737 1.381
  40.0 3.976 0.0000 0.0172 410.00 0.0768 0.0737 1.041
peak S on axis 2.657 at z 5.34 cm
at peak: zeta 0.531, T 411.22 K, p 0.2136 Torr
upper bound p0/pw 3.391; peak S in whole march 2.657
same inlet: largest S at Le=1 1.0000, at Le=0.5 1.0000
inlet 0.15 Torr: K 0.362, largest S at Le=2 1.118
inlet 0.80 Torr: K 3.443, largest S at Le=1 1.724
inlet 0.80 Torr, Le=0.5: largest S 1.458
  same case at zeta 0.601: axis S 0.951
peak S with variable properties 2.657
thermal diffusion factor: formula 3.288, sampled 3.201
peak S with variable properties and thermal diffusion 2.555
Peclet number UR/alpha 10.06, axial conduction 1.81 %
Reynolds number of carrier 30.2
buoyant speed / mean speed 0.104 %
mean free path 2.27 um, over radius 4.5e-04
inlet vapour mole fraction 0.0025, mass per carrier mass 0.200
warming if excess at peak condensed 6.41 K
```
